# Precursor Pulse Through a Manifold and a Deposition Chamber in Series: verification in Python

```python
"""
Result under test: an amount N0 put at t = 0 into a mixed manifold (emptying
rate k1) that feeds a mixed, initially empty chamber (emptying rate k2) gives
    n2(t) = N0*k1*(exp(-k2*t) - exp(-k1*t))/(k1 - k2),
with its single maximum at t_peak = ln(k1/k2)/(k1 - k2).
n1, n2: precursor amounts in manifold and chamber; rates in 1/s, times in s.
The reference side is computed from the balance equations (matrix exponentials,
cell models, nonlinear integration), with peaks located on the computed curves.
"""
import numpy as np
from scipy.constants import R, N_A, atm, torr, zero_Celsius
from scipy.integrate import solve_ivp
from scipy.linalg import expm
from scipy.optimize import brentq


# ---------- derived formulas ----------
def pulse(t, k1, k2):
    return k1 * (np.exp(-k2 * t) - np.exp(-k1 * t)) / (k1 - k2)


def peak_time(k1, k2):
    return np.log(k1 / k2) / (k1 - k2)


def peak_height(k1, k2):
    return (k2 / k1) ** (k2 / (k1 - k2))


def valve_peak_time(k1, k2, w):
    return np.log(np.expm1(k1 * w) / np.expm1(k2 * w)) / (k1 - k2)


def purge_formula(k1, k2, eps):
    amplitude = k1 / abs(k1 - k2)
    return np.log(amplitude / (eps * peak_height(k1, k2))) / min(k1, k2)


# ---------- numerical reference ----------
def locate_peak(t, y):
    """Maximum of a sampled curve, refined by a parabola."""
    i = int(np.argmax(y))
    assert 0 < i < len(y) - 1, "maximum must lie inside the time window"
    a, b, c = y[i - 1], y[i], y[i + 1]
    shift = 0.5 * (a - c) / (a - 2 * b + c)
    return t[i] + shift * (t[1] - t[0]), b - 0.25 * (a - c) * shift


def linear_peaks(matrix, start, rows, span, steps=3000):
    """Peaks of the outputs rows @ x for dx/dt = matrix @ x."""
    step = expm(matrix * span / steps)
    x = np.array(start, float)
    out = np.empty((steps + 1, len(rows)))
    for i in range(steps + 1):
        out[i] = rows @ x
        x = step @ x
    t = np.linspace(0, span, steps + 1)
    return [locate_peak(t, out[:, j]) for j in range(len(rows))]


def balance(k1, k2):
    return np.array([[-k1, 0.0], [k1, -k2]])


CHAMBER = np.array([[0.0, 1.0]])


def numeric_peak(k1, k2):
    span = 3 / np.sqrt(k1 * k2)
    return linear_peaks(balance(k1, k2), [1, 0], CHAMBER, span)[0]


def numeric_purge(k1, k2, eps):
    t_top, top = numeric_peak(k1, k2)
    a = balance(k1, k2)
    return brentq(lambda t: expm(a * t)[1, 0] / top - eps,
                  t_top, 30 / min(k1, k2), xtol=1e-10)


# ---------- general tests of the pulse and its peak ----------
for k1, k2 in [(6.0, 2.0), (2.0, 6.0), (10.0, 0.3), (0.5, 0.7)]:
    a = balance(k1, k2)
    for t in (0.05, 0.4, 1.7):
        assert abs(expm(a * t)[1, 0] - pulse(t, k1, k2)) < 1e-11
    t_num, h_num = numeric_peak(k1, k2)
    assert abs(t_num / peak_time(k1, k2) - 1) < 1e-5
    assert abs(h_num / peak_height(k1, k2) - 1) < 1e-6
    assert 2 / (k1 + k2) < t_num < 1 / np.sqrt(k1 * k2)
    inverse = np.linalg.inv(a)
    mean_exit = k2 * (inverse @ inverse)[1, 0]
    assert abs(mean_exit - (1 / k1 + 1 / k2)) < 1e-10
    assert mean_exit > t_num
    # exchange of the two rates: same outlet flow at all times
    swapped = balance(k2, k1)
    for t in (0.1, 0.9):
        assert abs(k2 * expm(a * t)[1, 0]
                   - k1 * expm(swapped * t)[1, 0]) < 1e-11
# equal rates
assert abs(numeric_peak(3.0, 3.0)[0] - 1 / 3.0) < 1e-5
assert abs(peak_time(3.0, 3.0 * (1 + 1e-5)) - 1 / 3.0) < 1e-5

# ---------- worked example: rough typical values ----------
flow_sccm = 100.0
p1_torr, p2_torr = 3.0, 1.0
T1, T2 = 393.0, 473.0
V1 = 100e-6                         # m^3
diameter, gap = 0.25, 0.02          # m
dose = 2e-6                         # mol
valve = 0.030                       # s
sticking = 0.01
sites_per_nm2 = 4.0
D_standard = 0.1e-4                 # m^2/s at 1 atm and 273.15 K
line_volume, line_length = 5e-6, 0.20
eps = 1e-4

F = flow_sccm * 1e-6 / 60 * atm / (R * zero_Celsius)
V2 = np.pi * diameter**2 / 4 * gap
M1 = p1_torr * torr * V1 / (R * T1)
M2 = p2_torr * torr * V2 / (R * T2)
k1, k2 = F / M1, F / M2
t_star, h_star = peak_time(k1, k2), peak_height(k1, k2)
t_num, h_num = numeric_peak(k1, k2)
assert abs(t_num - t_star) < 1e-5 and abs(h_num - h_star) < 1e-6
span = 5 * t_star

p_peak = dose * h_star * R * T2 / V2 / torr
exposure = dose * p2_torr / F
area_under = -np.linalg.inv(balance(k1, k2))[1, 0]
assert abs(dose * area_under * R * T2 / V2 / torr / exposure - 1) < 1e-10

purge = numeric_purge(k1, k2, eps)
assert abs(purge - purge_formula(k1, k2, eps)) < 1e-4
assert abs(numeric_purge(k2, k1, eps) - purge_formula(k2, k1, eps)) < 1e-4
purge_k1_doubled = numeric_purge(2 * k1, k2, eps)
purge_k2_doubled = numeric_purge(k1, 2 * k2, eps)


# ---------- finite valve opening ----------
def numeric_valve_peak(w):
    augmented = np.zeros((3, 3))
    augmented[:2, :2] = balance(k1, k2)
    augmented[0, 2] = 1 / w
    state = expm(augmented * w)[:2, 2]
    return w + linear_peaks(balance(k1, k2), state, CHAMBER, span)[0][0]


for w in (valve, 0.5):
    assert abs(numeric_valve_peak(w) - valve_peak_time(k1, k2, w)) < 1e-5
t_valve = valve_peak_time(k1, k2, valve)
series = t_star + valve / 2 + (k1 + k2) * valve**2 / 24
assert abs(numeric_valve_peak(valve) - series) < 1e-5

# ---------- uptake by a fresh surface ----------
surface = np.pi * diameter**2 / 2 + np.pi * diameter * gap
capacity = surface * sites_per_nm2 * 1e18 / N_A
sigma = capacity / dose
assert sigma < 1
molar_mass = (26.982 + 3 * (12.011 + 3 * 1.008)) * 1e-3
mean_speed = np.sqrt(8 * R * T2 / (np.pi * molar_mass))


def uptake_peak(beta):
    wall_rate = beta * mean_speed / 4 * surface / V2

    def rhs(t, x):
        n1, n2, coverage = x
        loss = wall_rate * n2 * (1 - coverage)
        return [-k1 * n1, k1 * n1 - k2 * n2 - loss, loss / sigma]
    t = np.linspace(0, span, 1501)
    sol = solve_ivp(rhs, (0, span), [1, 0, 0], method="LSODA",
                    t_eval=t, rtol=1e-9, atol=1e-12)
    assert sol.success
    return locate_peak(t, sol.y[1])


t_saturate = -np.log(1 - sigma) / k1
t_fast, h_fast = uptake_peak(1.0)
assert abs(t_fast / (t_saturate + t_star) - 1) < 0.01
assert abs(h_fast / ((1 - sigma) * h_star) - 1) < 0.01
t_uptake, h_uptake = uptake_peak(sticking)


# ---------- pressure surge caused by the dose itself ----------
def surge_peak(amount):
    """Viscous restriction after the manifold, constant-speed pump."""
    def rhs(t, x):
        total1, n1, total2, n2 = x      # totals relative to steady state
        drive = (p1_torr * total1)**2 - (p2_torr * total2)**2
        g = drive / (p1_torr**2 - p2_torr**2)
        out = k1 * g * n1 / total1
        return [k1 * (1 - g), -out, k2 * (g - total2), out - k2 * n2]
    t = np.linspace(0, span, 1501)
    sol = solve_ivp(rhs, (0, span), [1 + amount / M1, 1, 1, 0],
                    method="LSODA", t_eval=t, rtol=1e-9, atol=1e-12)
    assert sol.success
    return locate_peak(t, sol.y[3])[0]


assert abs(surge_peak(1e-5 * dose) - t_star) < 1e-4
t_surge = surge_peak(dose)


# ---------- mixing ----------
def diffusivity(p, temperature):
    return D_standard * 760 / p * (temperature / zero_Celsius)**1.75


D1, D2 = diffusivity(p1_torr, T1), diffusivity(p2_torr, T2)
L1 = V1 ** (1 / 3)


def manifold_peak(D, m=60):
    """Manifold as a straight channel mixed only by diffusion."""
    a = np.zeros((m + 1, m + 1))
    mix = D / L1**2 * m**2
    for j in range(m - 1):
        for col, coef in ((j, k1 * m / 2 + mix), (j + 1, k1 * m / 2 - mix)):
            a[j, col] -= coef
            a[j + 1, col] += coef
    a[m - 1, m - 1] -= k1 * m
    a[m, m - 1] += k1 * m
    a[m, m] -= k2
    start = np.zeros(m + 1)
    start[0] = 1
    row = np.zeros((1, m + 1))
    row[0, m] = 1
    return linear_peaks(a, start, row, span)[0][0]


def gap_peaks(D, m=60):
    """Gap from wafer (cell 0) to showerhead; viscous radial outflow."""
    a = np.zeros((m + 1, m + 1))        # last entry: manifold
    z = np.linspace(0, 1, m + 1)
    down = k2 * m * (3 * z**2 - 2 * z**3)
    mix = D / gap**2 * m**2
    for j in range(1, m):
        for col, coef in ((j, down[j] / 2 + mix), (j - 1, down[j] / 2 - mix)):
            a[j, col] -= coef
            a[j - 1, col] += coef
    for j in range(m):
        a[j, j] -= down[j + 1] - down[j]
    a[m, m] = -k1
    a[m - 1, m] += k1
    start = np.zeros(m + 1)
    start[m] = 1
    rows = np.zeros((2, m + 1))
    rows[0, :m] = 1
    rows[1, 0] = m
    return [p[0] for p in linear_peaks(a, start, rows, span)]


def rim_peak(showerhead, m=40):
    """Peak of the concentration at the rim; rings without diffusion."""
    edge = np.linspace(0, 1, m + 1)
    share = np.diff(edge**2)
    through = edge[1:]**2 if showerhead else np.ones(m)
    feed = share if showerhead else np.eye(m)[0]
    a = np.zeros((m + 1, m + 1))
    for j in range(m):
        rate = k2 * through[j] / share[j]
        a[j, j] -= rate
        if j + 1 < m:
            a[j + 1, j] += rate
    a[:m, m] = k1 * feed
    a[m, m] = -k1
    start = np.zeros(m + 1)
    start[m] = 1
    row = np.zeros((1, m + 1))
    row[0, m - 1] = 1 / share[-1]
    return linear_peaks(a, start, row, span)[0][0]


assert abs(manifold_peak(1000 * D1) - t_star) < 1e-3
assert max(abs(t - t_star) for t in gap_peaks(100 * D2)) < 1e-3
t_shower, t_centre = rim_peak(True), rim_peak(False)
assert abs(t_shower - t_star) < 1e-4
assert t_centre > 1.3 * t_star
t_manifold = manifold_peak(D1)
t_gap_mean, t_wafer = gap_peaks(D2)

volume_flow = k1 * V1
dead_time = line_volume / volume_flow
line_speed = volume_flow / (line_volume / line_length)
line_peclet = line_speed * line_length / D1


# ---------- output ----------
def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("carrier flow", flow_sccm, "sccm")
show("carrier flow, molar", F * 1e6, "umol/s")
show("manifold volume", V1 * 1e6, "cm3")
show("manifold pressure", p1_torr, "Torr")
show("manifold temperature", T1, "K")
show("chamber diameter", diameter * 100, "cm")
show("chamber gap", gap * 100, "cm")
show("chamber volume", V2 * 1e6, "cm3")
show("chamber pressure", p2_torr, "Torr")
show("chamber temperature", T2, "K")
show("dose N0", dose * 1e6, "umol")
show("gas held in manifold M1", M1 * 1e6, "umol")
show("gas held in chamber M2", M2 * 1e6, "umol")
show("rate k1", k1, "1/s")
show("rate k2", k2, "1/s")
show("peak time from formula", t_star * 1e3, "ms")
show("peak time from matrix exponential", t_num * 1e3, "ms")
show("lower bound 2/(k1+k2)", 2e3 / (k1 + k2), "ms")
show("upper bound 1/sqrt(k1 k2)", 1e3 / np.sqrt(k1 * k2), "ms")
show("mean exit time", 1e3 * (1 / k1 + 1 / k2), "ms")
show("peak chamber content / N0", h_star)
show("same with k1 and k2 exchanged", peak_height(k2, k1))
show("peak precursor partial pressure", p_peak * 1e3, "mTorr")
show("exposure", exposure * 1e3, "mTorr s")
show("purge target, fraction of peak", eps)
show("time from injection to purge target", purge, "s")
show("same with k1 doubled", purge_k1_doubled, "s")
show("same with k2 doubled", purge_k2_doubled, "s")
show("valve opening", valve * 1e3, "ms")
show("peak time with finite valve opening", t_valve * 1e3, "ms")
show("reactive surface area", surface * 1e4, "cm2")
show("surface capacity per area", sites_per_nm2, "1/nm2")
show("surface capacity", capacity * 1e6, "umol")
show("fraction of dose taken, sigma", sigma)
show("saturation delay, fast uptake", t_saturate * 1e3, "ms")
show("peak time, fast-uptake formula", (t_saturate + t_star) * 1e3, "ms")
show("sticking probability", sticking)
show("peak time, fresh surface, integrated", t_uptake * 1e3, "ms")
show("peak content / N0, fresh surface", h_uptake)
show("dose / gas held in manifold", dose / M1)
show("peak time with pressure surge", t_surge * 1e3, "ms")
show("diffusivity in manifold", D1 * 1e4, "cm2/s", 3)
show("diffusivity in chamber", D2 * 1e4, "cm2/s", 3)
show("manifold mixing number k1 L^2/D", k1 * L1**2 / D1, "", 3)
show("peak time, manifold mixed by diffusion only", t_manifold * 1e3, "ms")
show("gap mixing number k2 H^2/D", k2 * gap**2 / D2, "", 3)
show("peak time of gap content, finite diffusion", t_gap_mean * 1e3, "ms")
show("peak time at wafer, finite diffusion", t_wafer * 1e3, "ms")
show("rim peak time, showerhead feed", t_shower * 1e3, "ms")
show("rim peak time, centre feed (40 rings)", t_centre * 1e3, "ms", 3)
show("connecting line volume", line_volume * 1e6, "cm3")
show("connecting line length", line_length * 100, "cm")
show("connecting line dead time", dead_time * 1e3, "ms", 3)
show("connecting line Peclet number", line_peclet, "", 3)
print("success")
```

Running it gives:

```
carrier flow: 100 sccm
carrier flow, molar: 74.36 umol/s
manifold volume: 100 cm3
manifold pressure: 3 Torr
manifold temperature: 393 K
chamber diameter: 25 cm
chamber gap: 2 cm
chamber volume: 981.7 cm3
chamber pressure: 1 Torr
chamber temperature: 473 K
dose N0: 2 umol
gas held in manifold M1: 12.24 umol
gas held in chamber M2: 33.28 umol
rate k1: 6.075 1/s
rate k2: 2.234 1/s
peak time from formula: 260.4 ms
peak time from matrix exponential: 260.4 ms
lower bound 2/(k1+k2): 240.7 ms
upper bound 1/sqrt(k1 k2): 271.4 ms
mean exit time: 612.2 ms
peak chamber content / N0: 0.5588
same with k1 and k2 exchanged: 0.2055
peak precursor partial pressure: 33.58 mTorr
exposure: 26.9 mTorr s
purge target, fraction of peak: 0.0001
time from injection to purge target: 4.588 s
same with k1 doubled: 4.384 s
same with k2 doubled: 2.546 s
valve opening: 30 ms
peak time with finite valve opening: 275.8 ms
reactive surface area: 1139 cm2
surface capacity per area: 4 1/nm2
surface capacity: 0.7564 umol
fraction of dose taken, sigma: 0.3782
saturation delay, fast uptake: 78.22 ms
peak time, fast-uptake formula: 338.7 ms
sticking probability: 0.01
peak time, fresh surface, integrated: 343.3 ms
peak content / N0, fresh surface: 0.3379
dose / gas held in manifold: 0.1634
peak time with pressure surge: 246.9 ms
diffusivity in manifold: 47.9 cm2/s
diffusivity in chamber: 199 cm2/s
manifold mixing number k1 L^2/D: 2.73
peak time, manifold mixed by diffusion only: 265 ms
gap mixing number k2 H^2/D: 0.045
peak time of gap content, finite diffusion: 260.4 ms
peak time at wafer, finite diffusion: 263.7 ms
rim peak time, showerhead feed: 260.4 ms
rim peak time, centre feed (40 rings): 521 ms
connecting line volume: 5 cm3
connecting line length: 20 cm
connecting line dead time: 8.23 ms
connecting line Peclet number: 1.01e+03
success
```
